# The Dipole of an Ion Needs an Origin; Its Clamped-Nuclei Polarizabilities Do Not

Take a nucleus of charge $Z$ held at $X$ on a line, with one electron at $x$ tied to it by a spring of constant $\kappa$. In atomic units the electron has charge $-1$, the total charge is $q=Z-1$, and the dipole about the point $x=0$ is $\mu=ZX-x$. A uniform field $F$ along the line adds $-F\mu$ to the energy:

$$E=\tfrac12\kappa(x-X)^2-F(ZX-x).$$

The electron settles where $\partial E/\partial x=\kappa(x-X)+F=0$, that is, at $x=X-F/\kappa$. Putting this into the dipole and the energy gives

$$\mu=ZX-X+\frac F\kappa=qX+\frac F\kappa,$$

$$E=\frac{F^2}{2\kappa}-FZX+FX-\frac{F^2}{\kappa}=-qXF-\frac{F^2}{2\kappa}.$$

The permanent part $qX$ depends on where the zero of the axis lies. The polarizability, which is the slope $d\mu/dF=1/\kappa$, does not. The force on the nucleus is $-\partial E/\partial X=qF$, wherever the nucleus is placed. An ion in a uniform field therefore has a well-defined polarizability and no resting place.

## The belief and its appeal

The belief to be examined is this: the dipole of an ion depends on the origin, the polarizability $\alpha$ and the hyperpolarizabilities $\beta$ and $\gamma$ are field derivatives of that dipole, and so they depend on the origin too.

The first two statements are true. The energy seems to support the conclusion as well, since an ion moved through a uniform field changes its energy by an amount that grows with the distance. What is missing is the question of how the ambiguity in the dipole varies with the field. If it does not vary, differentiation removes it.

## What a change of origin does

Let the nuclei have charges $Z_i$ and fixed positions $\mathbf X_i$, and let there be $n$ electrons at $\mathbf x_j$. About an origin $\mathbf O$ the dipole operator is

$$\boldsymbol\mu_{O}=\sum_i Z_i(\mathbf X_i-\mathbf O)-\sum_{j=1}^{n}(\mathbf x_j-\mathbf O).$$

Replace $\mathbf O$ by $\mathbf O+\mathbf d$. Each nuclear term changes by $-Z_i\mathbf d$ and each electronic term by $+\mathbf d$, so that

$$\boldsymbol\mu_{O+d}=\boldsymbol\mu_O-\Big(\sum_i Z_i-n\Big)\mathbf d=\boldsymbol\mu_O-q\,\mathbf d .$$

For a neutral molecule the change vanishes. For an ion it is a number, because the number of electrons is fixed. The Hamiltonian in the field is $H_O(\mathbf F)=H(0)-\mathbf F\cdot\boldsymbol\mu_O$, and hence

$$H_{O+d}(\mathbf F)=H_O(\mathbf F)+q\,\mathbf F\cdot\mathbf d .$$

Adding a number to a Hamiltonian moves all its eigenvalues together and leaves its eigenstates alone. At each field strength the electrons are in the same state for both origins, and the mean dipoles obey

$$\boldsymbol\mu_{O+d}(\mathbf F)=\boldsymbol\mu_O(\mathbf F)-q\,\mathbf d .$$

The difference does not contain $\mathbf F$. For one field direction the responses are defined by

$$\mu(F)=\mu_0+\alpha F+\tfrac12\beta F^2+\tfrac16\gamma F^3+\dots$$

The term $-qd$ goes entirely into $\mu_0$. The same holds for every tensor component and every higher field derivative, since each of them differentiates a constant.

The energy tells the same story. With $E_{O+d}(F)=E_O(F)+qFd$, the second difference that yields $\alpha$ for a small field,

$$\alpha\approx-\frac{E(F)-2E(0)+E(-F)}{F^2},$$

receives the extra terms $qFd$ and $-qFd$, which cancel.

A third view uses only the field-free states. In second-order perturbation theory the energy is $-F^2\sum_{m\ne0}|\mu_{0m}|^2/(E_m-E_0)$. Since this must equal $-\tfrac12\alpha F^2$,

$$\alpha=2\sum_{m\neq0}\frac{|\mu_{0m}|^2}{E_m-E_0}.$$

The constant $-qd$ contributes $-qd\,\langle0|m\rangle=0$ to each $\mu_{0m}$. In higher orders diagonal elements appear, but one may subtract the ground-state mean from the perturbation beforehand, which alters only the first-order energy. The diagonal elements then enter as differences, from which the constant again drops out.

The argument also covers variational approximations with a fixed electron number, such as a mean-field calculation: every trial energy is raised by the same number, so the same trial state wins. It assumes a bound, non-degenerate state. Strictly, a uniform field lets an electron tunnel away after a long time; that loss is left out here.

## A number for each claim

Consider a one-dimensional model ion with one electron and two nuclei A and B of charge $+1$, so $q=1$. With $R=X_B-X_A$, its field-free Hamiltonian is

$$H=-\frac12\frac{d^2}{dx^2}-\frac1{\sqrt{(x-X_A)^2+1.0}}-\frac1{\sqrt{(x-X_B)^2+1.2}}+\frac1R .$$

The two softening constants differ, so the ion has no mirror symmetry. The field-free bond length is $R_0=2.7182$ bohr. At this length the ion was treated twice, once with its midpoint at the origin and once moved by $d=3.3$ bohr, with the origin fixed. In atomic units:

| | at 0 | moved by $d$ |
|---|---|---|
| $\mu_0$ | 0.1919 | 3.4919 |
| $\alpha$ | 11.146 | 11.146 |
| $\beta$ | −27.05 | −27.05 |
| $\gamma$ | −367.9 | −367.9 |

The dipole grows by $qd=3.3$, and nothing else changes at these digits. The responses in the table come from dipoles computed at finite fields; sums over the field-free states give the same values at the digits shown. A neutral control with nuclear charges of $0.5$ keeps its dipole of $0.1336$ when it is moved. The numerical output is printed after the text.

## The force that cannot be optimized away

Now keep the origin fixed and move all nuclei by $\mathbf d$. The electrons follow, the internal energy is unchanged, and the dipole rises by $q\mathbf d$. Therefore

$$E(\mathbf X_1+\mathbf d,\dots,\mathbf X_N+\mathbf d;\mathbf F)=E(\mathbf X_1,\dots,\mathbf X_N;\mathbf F)-q\,\mathbf F\cdot\mathbf d .$$

Differentiate with respect to $\mathbf d$ and set $\mathbf d=0$. The left side gives $\sum_i\partial E/\partial\mathbf X_i$, and the right side gives $-q\mathbf F$. With the forces $\mathbf f_i=-\partial E/\partial\mathbf X_i$,

$$\sum_{i=1}^{N}\mathbf f_i=q\,\mathbf F .$$

A stationary geometry would need every $\mathbf f_i$ to vanish, which is impossible when $q\mathbf F\neq0$. Moreover $|q\mathbf F|\le\sum_i|\mathbf f_i|\le N\max_i|\mathbf f_i|$, so the largest force never falls below $|q\mathbf F|/N$. A force threshold below this value cannot be met. A threshold above it may be met at a geometry that is not stationary.

In the model, let $F=0.002$ atomic units, about $1.03\times10^9$ V/m. At $R_0$ the forces on A and B are $0.000666$ and $0.001334$ hartree/bohr, with sum $0.002=qF$.

Steepest descent replaces each $X_i$ by $X_i+sf_i$, so the mean nuclear position advances by $sqF/N$ per step. With $s=6.952$ bohr²/hartree this is $6.952\times0.002/2=0.006952$ bohr. After 200 steps the ion should have moved $1.3904$ bohr, and it has. Over the last 100 steps the energy falls by $0.00139$ hartree, which is $qF$ times the $0.6952$ bohr covered, while the largest force stays at $0.001$ hartree/bohr. In an unbounded uniform field this descent has no end.

## Which bond length is meant?

The drift may look harmless, since the bond length settles while the ion slides away. But the value it settles to depends on how the net force is shared between the nuclei.

Hold the point $P=X_A+cR$ of a diatomic lying along the field. Then $X_A=P-cR$ and $X_B=P+(1-c)R$, and the chain rule gives

$$-\left(\frac{\partial E}{\partial R}\right)_P=-c f_A+(1-c)f_B=0 .$$

Combined with $f_A+f_B=qF$ this yields

$$f_A=(1-c)\,qF,\qquad f_B=c\,qF .$$

If A is held, $c=0$ and the force on B vanishes. If the midpoint is held, the forces are equal. Plain steepest descent also stops changing $R$ when the forces are equal, and so it finds the midpoint value.

For a free ion Newton's law decides, with the electron mass neglected against the nuclear masses. An ion that accelerates without vibrating has the same acceleration at both nuclei:

$$\frac{f_A}{m_A}=\frac{f_B}{m_B}=\frac{qF}{M},\qquad M=m_A+m_B .$$

Inserting $f_B=c\,qF$ gives $c=m_B/M$, which places $P$ at the centre of mass.

The size of the effect follows from an expansion about $R_0$. Let $\mu_c(R)$ be the field-free dipole about $P$, $k$ the force constant of the bond, and $r=R-R_0$. To leading order the energy at fixed $P$ varies as $\tfrac12kr^2-F\mu_c'r$, where the prime means $d/dR$ at $R_0$. Its minimum lies at

$$r=\frac{F\mu_c'}{k},\qquad \mu_c'=\mu_A'-qc .$$

The second relation holds because moving the origin from A to $P$ lowers the dipole by $qcR$. For a neutral molecule $c$ drops out. For an ion, two choices of $c$ give bond lengths that differ by $qF\,\Delta c/k$ to first order.

A symmetric diatomic ion shows what this means. If its field-free state has mirror symmetry, the dipole about the midpoint is zero, and $\mu_c=q(\tfrac12-c)R$. With equal masses the free ion has no first-order change of bond length. Freezing one nucleus at $c=0$ would nevertheless report a stretch of $qF/(2k)$, produced by the constraint. With two different isotopes the centre of mass leaves the midpoint, and a first-order change becomes real.

In the model the masses of A and B are $6000$ and $2000$ electron masses, so the centre of mass has $c=0.25$. With $k=0.07192$ hartree/bohr² and $\mu_A'=0.6560$,

$$\mu_c'=0.6560-0.25=0.4060,\qquad r\approx\frac{0.002\times0.4060}{0.07192}=0.0113\ \text{bohr}.$$

Direct minimization of the energy gives:

| point held | change of $R$ (bohr) | relaxed slope (a.u.) |
|---|---|---|
| A | +0.0189 | 17.15 |
| centre of mass | +0.0118 | 13.45 |
| midpoint | +0.0047 | 11.49 |
| B | −0.0092 | 12.80 |

Even the sign depends on the point held. The centre-of-mass change is $0.62$ pm. The changes differ from the linear estimates by $0.0003$ to $0.0007$ bohr. Taking half the difference between the bond lengths at $F$ and $-F$ removes the terms even in the field, and the result was tested to agree with the linear formula within $0.0002$ bohr.

Newton's equations provide a separate check. An ion released at rest with the centre-of-mass bond length was followed for one and a half vibration periods. Its centre of mass moved $0.2316$ bohr, as $qFt^2/(2M)$ requires, while its bond length varied by about $3\times10^{-7}$ bohr. An ion released with the bond length found for B held vibrated over a range of $0.0422$ bohr. This is close to twice the difference between the two bond lengths, $0.0420$ bohr, as expected for a nearly harmonic bond released from rest.

## What changes when the nuclei relax

The last column of the table is the slope of the dipole about the held point when the bond is allowed to relax. By the chain rule at zero field,

$$\frac{d\mu_c}{dF}=\alpha+\mu_c'\frac{dR}{dF}=\alpha+\frac{(\mu_c')^2}{k}.$$

For the centre of mass this is $11.146+0.4060^2/0.07192=13.44$, against $13.45$ from relaxed calculations at finite field. The first term depends neither on the origin nor on the held point. The second contains $\mu_c'=\mu_A'-qc$ and so depends on which point of the ion is held. Once that point is chosen, shifting the zero of the axis still changes only the permanent dipole, not the slope.

So the belief contains a piece of truth, attached to the wrong quantity: a response can depend on the point held while the nuclei relax, but not on the origin of a fixed axis. With clamped nuclei a change of origin adds a constant to the dipole. With relaxing nuclei, a change of the held point adds $-q\,\Delta c\,R$ to the dipole at a given bond length and field. This is not a constant, because $R$ responds to the field, and the response $dR/dF=\mu_c'/k$ itself changes with the held point. At $c=0.656$ in this model $\mu_c'$ vanishes, and the relaxed and clamped slopes coincide; this value is $\mu_A'/q$, the share of $qF$ that falls on B at $R_0$ to first order in the field, since the force on B with A held is $F\mu_A'$. (The force $0.001334$ given earlier corresponds to a share of $0.667$, because it also contains a part of second order in $F$.) Holding that point asks for the split of forces the field already produces, so the bond has no first-order change. This point is fixed by how the dipole changes with the bond length, not by the masses, and in general it is neither the centre of mass nor the centre of charge at $R_0$, which lies at $\mu_A/(qR_0)=(0.1919+0.5\times2.7182)/2.7182=0.571$ in this model.

## Optimizing an ion in a field

For any number of nuclei, add $q\mathbf F\cdot\mathbf X_{\rm cm}$ to the energy, where $\mathbf X_{\rm cm}=\sum_i m_i\mathbf X_i/M$ and $M$ is now the sum of all nuclear masses:

$$W=E+q\,\mathbf F\cdot\mathbf X_{\rm cm},\qquad -\frac{\partial W}{\partial\mathbf X_i}=\mathbf f_i-\frac{m_i}{M}\,q\mathbf F .$$

A common displacement $\mathbf d$ changes $E$ by $-q\mathbf F\cdot\mathbf d$ and the added term by $+q\mathbf F\cdot\mathbf d$, so $W$ does not drift. The corrected forces add up to zero, and they vanish individually when every nucleus has the acceleration $q\mathbf F/M$. This is the same as measuring the dipole from the centre of mass. Subtracting the plain average $q\mathbf F/N$ from each force also stops the drift, but for unequal masses it generally gives a different shape.

Three limits of this prescription should be kept in view. The relaxed shape is only a local minimum of $W$. In the model, once the bond is stretched far and the electron stays on A, $W$ falls as $-(1-c)qFR$ without bound; at $R=60$ bohr it is $-0.760$ hartree, already below the $-0.753$ hartree of the relaxed bond. In three dimensions $W$ also depends on the orientation of the ion, to first order through $-\mathbf F\cdot\boldsymbol\mu_{\rm cm}$, so the orientation must be either optimized or deliberately fixed; the model has no rotation. And if the field varies in space, a displaced ion feels a different field. Its energy then no longer changes simply by $-q\mathbf F\cdot\mathbf d$, and both the force sum and the correction have to be derived anew. An ion held in a trap is such a case. If the trap is an electric potential $\tfrac12gx^2$ along the line, felt by all the charges, then $\tfrac12gx^2-Fx=\tfrac12g(x-F/g)^2-F^2/(2g)$. The uniform field then only moves the trap centre by $F/g$ and leaves the shape the ion has in the trap unchanged. This holds while the shift stays inside the region where the potential is quadratic. A static electric potential cannot confine an ion in all three directions, and traps that use radio-frequency or magnetic fields are not described by this potential.

## Values computed for the example and the checks

```
ion charge q = 1 e; masses A, B = 6000, 2000 m_e
field F = 0.002 a.u. = 1.028e+09 V/m
field-free bond R0 = 2.7182 bohr
field-free energy = -0.751064 hartree
force constant k = 0.07192 hartree/bohr^2
displacement d = 3.3 bohr; values in a.u.:
quantity   ion at 0     ion at d     sum over states
dipole       0.19188      3.49188
alpha        11.1462      11.1462      11.1462
beta        -27.0542     -27.0542     -27.0542
gamma      -367.9390    -367.9391    -367.9382
neutral control, dipole at 0 and d: 0.13363, 0.13363 a.u.
its change: 1.7e-07 in +-16 bohr box, 6.1e-14 in +-30 bohr box
energy change on moving by d in F: -0.006600 hartree
forces at R0 in F: A 0.000666, B 0.001334 hartree/bohr
sum of forces = 0.002000 hartree/bohr
held point   c     R(F)/bohr  change/bohr  change/pm  F*mu'/k
A            0.00    2.73711     0.01893      1.002    0.01824
mass centre  0.25    2.72993     0.01176      0.622    0.01129
midpoint     0.50    2.72285     0.00468      0.247    0.00434
B            1.00    2.70895    -0.00923     -0.488   -0.00957
held point   mu'/e   mu'^2/k   relaxed slope (a.u.)
A             0.6560    5.9827   17.1462
mass centre   0.4060    2.2915   13.4453
midpoint      0.1560    0.3382   11.4880
B            -0.3440    1.6457   12.7980
held point   force on A, force on B (hartree/bohr)
A             0.002000  -0.000000
mass centre   0.001500   0.000500
midpoint      0.001000   0.001000
B            -0.000000   0.002000
steepest descent, step s = 6.9520 bohr^2/hartree
steps  centre/bohr  bond/bohr  energy/hartree  max force/a.u.
    0     0.00000    2.71817     -0.7514704     0.001334
   50     0.34760    2.72285     -0.7521664     0.001000
  100     0.69520    2.72285     -0.7528616     0.001000
  200     1.39040    2.72285     -0.7542520     0.001000
vibration period = 907.4 a.u.; flight = 1361.1 a.u.
mass centre moved 0.23157, q F t^2/(2M) = 0.23157 bohr
bond range, start at mass-centre bond: 3.1e-07 bohr
bond range, start at B-held bond: 0.04224 bohr
twice the difference of these bonds: 0.04197 bohr
```
